# Why the rounded crystal meets a facet with exponent three-halves: verification in Python

```python
"""
Result under test: a crystal with projected surface free energy
    f(p) = f0 + f1*|p| + f3*|p|**3     (p = surface slope, f1 > 0, f3 > 0)
has at fixed volume a flat facet of radius rf = f1/lam, and outside it
    z = z0 - C*(r - rf)**1.5,   C = (2/3)*sqrt(lam/(3*f3)),   z0 = f0/lam.
2*lam is the multiplier of volume.  For steps of height h, free energy beta
per length, stiffness S and pair repulsion A/distance**2:
    f1 = beta/h,   f3 = q**2*pi**2*(kT)**2/(6*S*h**3),   q*(q-1) = A*S/(kT)**2.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar

pi = np.pi


# ---- one wandering step between walls: transfer kernel against operator ----
def kernel_free_energy(kT, stiffness, width, widths_per_sigma):
    sigma = width / widths_per_sigma
    dy = sigma**2 * stiffness / kT
    number = 4 * widths_per_sigma
    dx = width / number
    x = (np.arange(number) + 0.5) * dx
    kernel = np.exp(-(x[:, None] - x[None, :])**2 / (2 * sigma**2))
    kernel *= dx / (sigma * np.sqrt(2 * pi))
    top = eigh(kernel, eigvals_only=True,
               subset_by_index=[number - 1, number - 1])[0]
    return -kT * np.log(top) / dy


coarse = kernel_free_energy(0.7, 1.3, 1.0, 80)
fine = kernel_free_energy(0.7, 1.3, 1.0, 160)
kernel_limit = 2 * fine - coarse      # wall error is linear in the step length
operator_value = 0.7**2 * pi**2 / (2 * 1.3)
assert abs(kernel_limit / operator_value - 1) < 3e-3


# ---- three non-crossing steps on a ring, zero total momentum, lattice ----
def three_step_energy(sites, q, excluded=0):
    low = excluded + 1
    states = [(a, b, sites - a - b) for a in range(low, sites)
              for b in range(low, sites - a - excluded)]
    index = {state: k for k, state in enumerate(states)}
    ham = np.zeros((len(states), len(states)))
    for state, k in index.items():
        gaps = np.array(state)
        ham[k, k] = 6 + np.sum(2 * q * (q - 1) * (pi / sites)**2
                               / np.sin(pi * gaps / sites)**2)
        for i in range(3):
            for move in (-1, 1):
                new = list(state)
                new[i] -= move
                new[i - 1] += move
                j = index.get(tuple(new))
                if j is not None:
                    ham[j, k] -= 1
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 0])[0]


lattice_ratio = {}
for q_test in (1, 2):
    e24 = three_step_energy(24, q_test) * 24**2
    e48 = three_step_energy(48, q_test) * 48**2
    lattice_ratio[q_test] = (4 * e48 - e24) / 3 / (8 * pi**2 * q_test**2)
    assert abs(lattice_ratio[q_test] - 1) < 1e-2   # lattice error remains
width_ratio = three_step_energy(48, 1, 2) * (48 - 3 * 2)**2 / (8 * pi**2)
assert abs(width_ratio - 1) < 1e-2

# periodic images of an inverse-square repulsion
images = np.arange(-20000, 20001)
assert abs(np.sum(1 / (0.3 + images)**2)
           / (pi / np.sin(0.3 * pi))**2 - 1) < 1e-4


# ---- product state of many repelling steps, general q ----
def local_energy(x, ring, q):
    upper = np.triu_indices(len(x), 1)

    def log_state(y):
        diff = (y[:, None] - y[None, :])[upper]
        return q * np.sum(np.log(np.abs(np.sin(pi * diff / ring))))

    diff = (x[:, None] - x[None, :])[upper]
    value = np.sum(2 * q * (q - 1) * (pi / ring)**2
                   / np.sin(pi * diff / ring)**2)
    base, d = log_state(x), 1e-3
    for i in range(len(x)):
        shift = np.zeros(len(x))
        shift[i] = d
        value -= (np.exp(log_state(x + shift) - base)
                  + np.exp(log_state(x - shift) - base) - 2) / d**2
    return value


for places in ([0.1, 1.3, 2.2, 3.9, 5.1], [0.0, 0.8, 2.9, 4.0, 5.6]):
    energy = local_energy(np.array(places), 7.0, 1.7)
    assert abs(energy / (1.7**2 * pi**2 * 5 * 24 / (3 * 49)) - 1) < 1e-4

# ---- constrained minimum of the surface energy, radial cells ----
F1, F3, RIM, CELLS, VOLUME = 1.0, 0.5, 2.0, 40, 1.2
dr = RIM / CELLS
rc = (np.arange(CELLS) + 0.5) * dr


def formula_slope(r, lam):
    return np.sqrt(np.maximum(lam * r - F1, 0) / (3 * F3))


start = np.full(CELLS, VOLUME / np.sum(rc**2 * dr))
found = minimize(
    lambda s: np.sum(rc * (F1 * s + F3 * s**3)) * dr, start,
    jac=lambda s: rc * (F1 + 3 * F3 * s**2) * dr,
    method="SLSQP", bounds=[(0, None)] * CELLS,
    constraints={"type": "eq",
                 "fun": lambda s: np.sum(rc**2 * s) * dr - VOLUME,
                 "jac": lambda s: rc**2 * dr},
    options={"maxiter": 2000, "ftol": 1e-13})
lam_fit = brentq(lambda lam: np.sum(rc**2 * formula_slope(rc, lam)) * dr
                 - VOLUME, 0.51, 5.0)
slope_error = np.max(np.abs(found.x - formula_slope(rc, lam_fit)))
assert slope_error < 1e-2     # optimiser stops on energy, not on slope

# ---- competitors of equal volume and rim, with and without symmetry ----
node, weight = np.polynomial.legendre.leggauss(200)
r = (node + 1) * RIM / 2
angle = np.arange(64) * 2 * pi / 64
area = (weight * RIM / 2 * r)[:, None] * (2 * pi / 64)
z_r = -formula_slope(r, 1.0)[:, None]
u = r / RIM


def cap_energy(grad_r, grad_t):
    s = np.hypot(grad_r, grad_t)
    return np.sum(area * (F1 * s + F3 * s**3))


reference = cap_energy(z_r + 0 * angle, 0 * angle)
least_rise = np.inf
for m in range(4):
    if m == 0:      # (1-u^2)(1-3u^2) has zero volume
        phi, dphi = 1 - 4 * u**2 + 3 * u**4, (-8 * u + 12 * u**3) / RIM
    else:
        phi = u**m - u**(m + 2)
        dphi = (m * u**(m - 1) - (m + 2) * u**(m + 1)) / RIM
    for eps in (-0.1, 0.1):
        rise = cap_energy(
            z_r + eps * dphi[:, None] * np.cos(m * angle),
            -eps * m * (phi / r)[:, None] * np.sin(m * angle)) - reference
        least_rise = min(least_rise, rise)
assert least_rise > 1e-6


# ---- depth below the facet from direct minimisation over slope ----
def depth(drive, extra, top=1.0):
    """max over s of drive*s - extra(s), drive = lam*(r-rf)"""
    result = minimize_scalar(lambda s: extra(s) / drive - s,
                             bounds=(0, top), method="bounded",
                             options={"xatol": 1e-12, "maxiter": 1000})
    return -result.fun * drive


def exponent(extra):
    return np.log10(depth(1e-5, extra) / depth(1e-6, extra))


F4 = 0.6
exp_cubic = exponent(lambda s: F3 * s**3 + F4 * s**4)
exp_square = exponent(lambda s: 0.3 * s**2 + F3 * s**3)
assert abs(exp_cubic - 1.5) < 2e-3
assert abs(exp_square - 2.0) < 2e-3
drive = 1e-4
missing = (2 / 3 * drive**1.5 / np.sqrt(3 * F3)
           - depth(drive, lambda s: F3 * s**3 + F4 * s**4))
assert abs(missing / (F4 * drive**2 / (9 * F3**2)) - 1) < 0.03

# ---- anisotropic steps: depth along the normal to the facet edge ----
theta = np.linspace(0, 2 * pi, 8001)[:, None]
slopes = np.linspace(0, 0.06, 401)[None, :]
line = 1 + 0.03 * np.cos(3 * theta)
cubic = 0.5 * (1 + 0.2 * np.sin(2 * theta))
t0, out = 0.4, 1e-3
radial = 1 + 0.03 * np.cos(3 * t0) + out
tangent = -0.09 * np.sin(3 * t0)
support = radial * np.cos(theta - t0) + tangent * np.sin(theta - t0)
aniso_depth = np.max((support - line) * slopes - cubic * slopes**3)
aniso_law = 2 / 3 * out**1.5 / np.sqrt(1.5 * (1 + 0.2 * np.sin(2 * t0)))
assert abs(aniso_depth / aniso_law - 1) < 1e-2

# ---- worked example: lead crystallite, (111) facet, rough parameters ----
T = 400.0            # K
h = 0.286            # nm, step height
beta = 0.28          # eV/nm, step free energy
f0 = 2.7             # eV/nm^2, facet free energy
A = 0.005            # eV nm, elastic repulsion (assumed)
z0 = 5000.0          # nm, centre to facet
w = 0.30             # nm, excluded step width
eps3 = 0.05          # threefold modulation of step free energy
density = 1.1e4      # kg/m^3
kB = const.k / const.e


def cubic_coefficient(stiffness, temperature, repulsion):
    kT = kB * temperature
    q = 0.5 * (1 + np.sqrt(1 + 4 * repulsion * stiffness / kT**2))
    g = q**2 * pi**2 * kT**2 / (6 * stiffness)
    return q, g, g / h**3


lam = f0 / z0


def amplitude(f3):
    return 2 / 3 * np.sqrt(lam / (3 * f3))


f1 = beta / h
rf = f1 / lam
q, g, f3 = cubic_coefficient(beta, T, A)
C = amplitude(f3)
C_free = amplitude(cubic_coefficient(beta, T, 0.0)[2])
C_hot = amplitude(cubic_coefficient(beta, 500.0, A)[2])
first = (h / C)**(2 / 3)


def stiffness_at(direction):
    def tilted(phi):
        return (beta * (1 + eps3 * np.cos(3 * (direction + phi)))
                / np.cos(phi))
    d = 1e-3
    return (tilted(d) - 2 * tilted(0) + tilted(-d)) / d**2


soft, stiff = stiffness_at(0.0), stiffness_at(pi / 3)
assert abs(soft / (beta * (1 - 8 * eps3)) - 1) < 1e-3
assert abs(stiff / (beta * (1 + 8 * eps3)) - 1) < 1e-3
C_soft = amplitude(cubic_coefficient(soft, T, A)[2])
C_stiff = amplitude(cubic_coefficient(stiff, T, A)[2])
pressure = 2 * lam * const.e * 1e27
gravity = density * const.g * z0 * 1e-9 / pressure


def wide_depth(x):
    return depth(lam * x, lambda s: f3 * s**3 / (1 - w * s / h)**2,
                 0.8 * h / w) / lam


print("CHECKS")
print(f"kernel / operator free energy      {kernel_limit/operator_value:.5f}")
print(f"three steps, q=1: lattice/formula  {lattice_ratio[1]:.5f}")
print(f"three steps, q=2: lattice/formula  {lattice_ratio[2]:.5f}")
print(f"excluded width: lattice/formula    {width_ratio:.5f}")
print(f"largest slope error of minimiser   {slope_error:.1e}")
print(f"least energy rise of competitors   {least_rise:.2e}")
print(f"exponent, cubic and quartic terms  {exp_cubic:.4f}")
print(f"exponent, quadratic term present   {exp_square:.4f}")
print(f"anisotropic depth / law            {aniso_depth/aniso_law:.5f}")
print("INPUTS (rough, lead (111))")
print(f"temperature T                      {T:.0f} K")
print(f"step height h                      {h:.3f} nm")
print(f"step free energy beta              {beta:.2f} eV/nm")
print(f"facet free energy f0               {f0:.2f} eV/nm^2")
print(f"elastic repulsion A (assumed)      {A:.3f} eV nm")
print(f"centre-to-facet distance z0        {z0:.0f} nm")
print(f"excluded step width w              {w:.2f} nm")
print(f"threefold modulation of beta       {eps3:.2f}")
print(f"mass density                       {density:.0f} kg/m^3")
print("RESULTS")
print(f"thermal energy kT                  {kB*T:.5f} eV")
print(f"lam = f0/z0                        {lam:.3e} eV/nm^3")
print(f"linear coefficient f1              {f1:.4f} eV/nm^2")
print(f"facet radius rf                    {rf:.1f} nm")
print(f"A*S/(kT)^2                         {A*beta/(kB*T)**2:.4f}")
print(f"interaction exponent q             {q:.4f}")
print(f"step interaction g                 {g:.5f} eV nm")
print(f"cubic coefficient f3               {f3:.4f} eV/nm^2")
print(f"f3 converted                       {f3*const.e*1e18:.4f} J/m^2")
print(f"amplitude C                        {C:.6f} nm^-0.5")
print("x=r-rf(nm) depth(nm) slope spacing(nm) depth with w(nm)")
for x in (10.0, 20.0, 50.0, 100.0):
    s = 1.5 * C * np.sqrt(x)
    law = C * x**1.5
    direct = depth(lam * x, lambda v: f3 * v**3) / lam
    assert abs(direct / law - 1) < 1e-6
    print(f"{x:6.0f} {law:10.4f} {s:8.4f} {h/s:8.3f} {wide_depth(x):10.4f}")
local = np.log(wide_depth(100.0) / wide_depth(50.0)) / np.log(2)
print("SIZE OF NEGLECTED EFFECTS")
print(f"exponent 50-100 nm with width w    {local:.4f}")
print(f"distance where depth equals h      {first:.2f} nm")
print(f"that distance / facet radius       {first/rf:.5f}")
print(f"C without elastic repulsion        {C_free:.6f} nm^-0.5")
print(f"C at 500 K, same beta              {C_hot:.6f} nm^-0.5")
print(f"stiffness, softest direction       {soft:.4f} eV/nm")
print(f"stiffness, stiffest direction      {stiff:.4f} eV/nm")
print(f"C, softest direction               {C_soft:.6f} nm^-0.5")
print(f"C, stiffest direction              {C_stiff:.6f} nm^-0.5")
print(f"capillary pressure 2*lam           {pressure:.3e} Pa")
print(f"gravity pressure over z0 / 2*lam   {gravity:.1e}")
print("checks complete")
```

Running it gives:

```
CHECKS
kernel / operator free energy      0.99969
three steps, q=1: lattice/formula  1.00000
three steps, q=2: lattice/formula  0.99999
excluded width: lattice/formula    0.99814
largest slope error of minimiser   1.4e-06
least energy rise of competitors   6.06e-02
exponent, cubic and quartic terms  1.4995
exponent, quadratic term present   2.0000
anisotropic depth / law            0.99999
INPUTS (rough, lead (111))
temperature T                      400 K
step height h                      0.286 nm
step free energy beta              0.28 eV/nm
facet free energy f0               2.70 eV/nm^2
elastic repulsion A (assumed)      0.005 eV nm
centre-to-facet distance z0        5000 nm
excluded step width w              0.30 nm
threefold modulation of beta       0.05
mass density                       11000 kg/m^3
RESULTS
thermal energy kT                  0.03447 eV
lam = f0/z0                        5.400e-04 eV/nm^3
linear coefficient f1              0.9790 eV/nm^2
facet radius rf                    1813.0 nm
A*S/(kT)^2                         1.1783
interaction exponent q             1.6951
step interaction g                 0.02006 eV nm
cubic coefficient f3               0.8574 eV/nm^2
f3 converted                       0.1374 J/m^2
amplitude C                        0.009660 nm^-0.5
x=r-rf(nm) depth(nm) slope spacing(nm) depth with w(nm)
    10     0.3055   0.0458    6.242     0.2916
    20     0.8640   0.0648    4.414     0.8096
    50     3.4152   0.1025    2.791     3.0887
   100     9.6597   0.1449    1.974     8.4101
SIZE OF NEGLECTED EFFECTS
exponent 50-100 nm with width w    1.4451
distance where depth equals h      9.57 nm
that distance / facet radius       0.00528
C without elastic repulsion        0.016374 nm^-0.5
C at 500 K, same beta              0.008721 nm^-0.5
stiffness, softest direction       0.1680 eV/nm
stiffness, stiffest direction      0.3920 eV/nm
C, softest direction               0.008580 nm^-0.5
C, stiffest direction              0.010315 nm^-0.5
capillary pressure 2*lam           1.730e+05 Pa
gravity pressure over z0 / 2*lam   3.1e-06
checks complete
```
